# Neutral Fermi Level at Low Temperature by Bisection of Logarithmic Charge Sums

## A balanced donor and acceptor

Take equal densities \(C\) of donors and acceptors, with levels \(\varepsilon_D>\varepsilon_A\). Ignore spin degeneracy and free carriers for the moment. Let \(E\) be the Fermi level and \(\beta=1/kT\). The densities of positive donors and negative acceptors are

\[
P=\frac{C}{1+a},\quad a=e^{\beta(E-\varepsilon_D)},\qquad
N=\frac{C}{1+b},\quad b=e^{\beta(\varepsilon_A-E)} .
\]

Neutrality, \(P=N\), requires \(a=b\), hence \(E=(\varepsilon_D+\varepsilon_A)/2\). Now let a computer look for this root through

\[
\ln P-\ln N=[\ln C-\ln(1+a)]-[\ln C-\ln(1+b)] .
\]

For levels 0.185 eV apart at 4.2 K, where \(kT=3.619\times10^{-4}\) eV, both \(a\) and \(b\) are about \(e^{-256}\) at the midpoint. Added to \(\ln C\approx36\), they vanish in double precision. The computed difference is flat over most of the interval between the levels. Nothing has overflowed, yet the root is lost.

The cure is to remove the common charge before taking logarithms. Since \(C/(1+a)=C-Ca/(1+a)\), and likewise for \(b\), neutrality also reads

\[
\frac{Cb}{1+b}=\frac{Ca}{1+a}.
\]

The left side counts neutral acceptors, which are positive relative to ionized ones. The right side counts neutral donors, which are negative relative to ionized ones. Between the levels, and several \(kT\) away from each, \(a\) and \(b\) are much smaller than 1. The logarithms of the two sides then differ by \(\ln b-\ln a=\beta(\varepsilon_A+\varepsilon_D-2E)\), a line of slope \(-2\beta\) with a sharply defined zero.

The low-temperature solver built here in double precision therefore combines two things: logarithmic sums, which control the range of the numbers, and a suitable reference charge, which controls cancellation.

## The general charge balance

Energies are measured from the valence edge, and the gap is \(E_g\). A frozen defect has a fixed total density \(C\) and charge states \(q\), in units of the elementary charge, with weights and fractions

\[
w_q=g_q e^{-\beta(e_q+qE)},\qquad f_q=\frac{w_q}{\sum_{s}w_{s}} .
\]

Here \(g_q\) is a degeneracy and \(e_q\) an energy. Angle brackets denote averages over \(f_q\). A defect in open equilibrium, assumed dilute, has instead

\[
\ln c_q=\ln(N_sg_q)-\beta(e_q+qE),
\]

where \(N_s\) is the site density and \(e_q+qE\) the formation energy. The net charge density is

\[
\rho(E)=p-n+\sum_{\rm frozen}C\langle q\rangle+\sum_{\rm open}q\,c_q .
\]

For parabolic bands, \(n=N_cF(\eta)\) with \(\eta=\beta(E-E_g)\), and \(p=N_vF(-\beta E)\). Substituting \(t=x^2\) in the Fermi-Dirac integral gives

\[
F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}}
=\frac{4}{\sqrt\pi}\int_0^\infty\frac{x^2dx}{1+e^{x^2-\eta}} .
\]

For \(\eta<0\), multiply numerator and denominator of the integrand by \(e^\eta\):

\[
\ln F(\eta)=\eta+\ln\left[\frac4{\sqrt\pi}\int_0^\infty
\frac{x^2dx}{e^\eta+e^{x^2}}\right].
\]

The bracket is of order one however negative \(\eta\) is. The trapezoidal rule in \(x\) evaluates it.

Logarithms \(x_i\) of positive terms are added by

\[
\operatorname{LSE}(x_i)=m+\ln\sum_i e^{x_i-m},\qquad m=\max_i x_i .
\]

No exponent is positive, and the largest term contributes 1, so the sum can neither overflow nor vanish. The same operation gives \(\ln f_q=\ln w_q-\operatorname{LSE}(\ln w_s)\).

## Changing the reference charge

Choose an integer \(r\) for each frozen defect and put \(\delta=q-r\). Write \(\delta_+=\max(\delta,0)\) and \(\delta_-=\max(-\delta,0)\), so that \(\delta=\delta_+-\delta_-\) and

\[
C\langle q\rangle=Cr+C\langle\delta_+\rangle-C\langle\delta_-\rangle .
\]

Let \(Q=\sum Cr\). Collect the positive and negative contributions:

\[
P_r=\max(Q,0)+p+\sum C\langle\delta_+\rangle+\sum_{q>0}q\,c_q,
\]
\[
N_r=\max(-Q,0)+n+\sum C\langle\delta_-\rangle+\sum_{q<0}|q|c_q .
\]

By construction \(P_r-N_r=\rho\) for every choice of \(r\). Both sides are positive because they contain carriers, so

\[
g_r(E)=\ln P_r-\ln N_r
\]

has the sign of \(\rho\). The references may therefore change from one trial energy to the next without misleading the bisection, although the value of \(g_r\) then jumps.

## Why there is one root

Since \(d\ln w_q/dE=-\beta q\), differentiating \(f_q\) gives \(df_q/dE=-\beta(q-\langle q\rangle)f_q\). For any function \(h(q)\),

\[
\frac{d\langle h\rangle}{dE}=-\beta\,[\langle qh\rangle-\langle q\rangle\langle h\rangle]
=-\frac\beta2\sum_{q,s}f_qf_s(q-s)[h(q)-h(s)] .
\]

Expanding the double sum confirms the second form. If \(h\) does not decrease with \(q\), every term of the sum is non-negative. Thus \(\langle\delta_+\rangle\) cannot rise with \(E\), and \(\langle\delta_-\rangle\) cannot fall. No ordering of the levels was assumed, so defects that skip an intermediate charge state are included.

A single charge state need not be monotonic. For the divacancy described below, the singly negative share at 77 K is \(3\times10^{-12}\), then practically 1, then \(6\times10^{-9}\), when \(E\) lies 0.60, 0.325 and 0.10 eV below the conduction edge.

Open positive species fall with \(E\) and open negative species rise. The carriers make the trend strict: \(p\) falls and \(n\) rises. For \(E\to-\infty\), \(p\) grows without limit while all negative charge stays bounded; for \(E\to+\infty\) the roles are exchanged. Hence \(\rho\) has one zero.

The proof requires fixed \(C\), \(g_q\) and \(e_q\). If the energies depend on the defect charge itself, or if complexes exchange atoms during the calculation, monotonicity has to be established anew.

## Error analysis

Let \(r\) be the state with the largest fraction at the trial energy. Write \(A=\langle\delta_-\rangle>0\) and \(B=\langle\delta_+\rangle\). Because \(\delta\,\delta_-=-\delta_-^2\), the derivative formula gives

\[
\frac{dA}{dE}=-\beta\left[-\langle\delta_-^2\rangle-(B-A)A\right],
\]
\[
\frac1\beta\frac{d\ln A}{dE}=\frac{\langle\delta_-^2\rangle}{A}-A+B .
\]

Let \(\pi_-\) be the total fraction of states with \(q<r\). The Cauchy-Schwarz inequality gives \(A^2\le\langle\delta_-^2\rangle\pi_-\), and \(A\ge\pi_-\) because each such state has \(\delta_-\ge1\). Dropping \(B\ge0\),

\[
\frac1\beta\frac{d\ln A}{dE}\ge\frac{A}{\pi_-}-A
=\frac{A(1-\pi_-)}{\pi_-}\ge1-\pi_-\ge f_r\ge\frac1M
\]

for a defect with \(M\) charge states. The last step holds because the largest of \(M\) fractions is at least \(1/M\). Reversing the sign of \(q\) gives the same bound for the fall of \(\ln\langle\delta_+\rangle\).

The logarithmic slope of a sum is the average of the slopes of its terms, weighted by their sizes. At least one of \(P_r\) and \(N_r\) is free of the constant \(|Q|\). On that side non-degenerate carriers change at a rate close to \(\beta\), open species at a rate of at least \(\beta\), and frozen deviations at a rate of at least \(\beta/M\). The other side cannot oppose this change. Therefore, with \(M_{\max}\ge2\) the largest number of charge states,

\[
|g_r'|\ge\frac{\beta}{M_{\max}},\qquad
|\Delta E|\lesssim M_{\max}kT\,|\Delta g| .
\]

For strongly degenerate carriers \(F\propto\eta^{3/2}\) to leading order, and their rate falls to \(3\beta/(2\eta)\). The bound then needs this smaller rate.

Rounding an exponent \((e_q+qE)/kT\) with relative error \(u\approx1.1\times10^{-16}\) makes an absolute error of about \(u|e_q+qE|/kT\) in \(g\). Multiplication by \(M_{\max}kT\) cancels the temperature. For energies near 1 eV and \(M_{\max}=4\), each such rounding costs at most about \(4\times10^{-16}\) eV. Rounding \(\ln C\approx36\) costs about \(36u\,M_{\max}kT\), in which the temperature does not cancel; it is negligible at 4.2 K and reaches the same \(4\times10^{-16}\) eV at 300 K.

This argument needs \(Q\) without rounding error. Store the totals as integers in a fixed unit, here cm\(^{-3}\), and add them in integer arithmetic.

The algorithm is as follows.

1. Bracket the root, for example between 0.5 eV below the valence edge and 0.5 eV above the conduction edge, and confirm the two signs of \(g_r\).
2. At the midpoint, find the dominant state of each frozen defect and the integer \(Q\).
3. Form \(\ln P_r\) and \(\ln N_r\) by LSE, omitting \(Q\) if it is zero.
4. If \(g_r>0\), raise the lower end to the midpoint; otherwise lower the upper end. Repeat.

With \(E_g=1.17\) eV the bracket is 2.17 eV wide, and 41 halvings reduce it below \(10^{-12}\) eV.

## Silicon with vacancy complexes

Consider phosphorus-doped silicon for cryogenic electronics, damaged by irradiation. It contains \(10^{16}\) cm\(^{-3}\) phosphorus in total, \(3\times10^{15}\) cm\(^{-3}\) boron and \(5\times10^{14}\) cm\(^{-3}\) divacancies. A density \(x\) of phosphorus atoms is bound in vacancy-phosphorus complexes. Each complex removes one donor and adds one acceptor.

The following levels are rough typical values. Phosphorus lies 0.045 eV below the conduction edge \(E_c\), and boron 0.045 eV above the valence edge. The complex has an acceptor level at \(E_c-0.45\) eV and a donor level 0.27 eV above the valence edge. The divacancy has its second acceptor level at \(E_c-0.23\) eV, its first at \(E_c-0.42\) eV, and a donor level 0.20 eV above the valence edge. Degeneracies are 2 for states with an odd electron and 1 otherwise, except 4 for neutral boron. The density-of-states masses are 1.06 and 0.6 electron masses for electrons and holes.

At 4.2 K, \(E_g/kT=3233\), whereas a double-precision exponential overflows above an exponent of about 710. For this gap \(e^{E_g/kT}\) overflows below 19 K.

A level between charges \(q\) and \(q-1\) is \(\varepsilon=e_{q-1}-e_q\). The ratio of weights, \(f_{q-1}/f_q=(g_{q-1}/g_q)e^{\beta(E-\varepsilon)}\), gives

\[
E=\varepsilon+kT\ln\left(\frac{g_q}{g_{q-1}}\frac{f_{q-1}}{f_q}\right).
\]

If every isolated donor is ionized, every complex singly negative and every divacancy doubly negative, the reference charge in units of \(10^{15}\) cm\(^{-3}\) is

\[
Q=(10-x)-3-x-2(0.5)=6-2x .
\]

For \(x=2\), \(Q=2\), so 2 of the 8 isolated donors must be neutral. Then \(f_0/f_+=1/3\), and \(E=\varepsilon_D+kT\ln(1/6)\), or \(E_c-E=0.0456\) eV.

For \(x=3\), \(Q=0\). The few neutral donors balance the few singly negative divacancies. With \(C_P=7\), \(C_V=0.5\) and \(\varepsilon_2\) the second divacancy level,

\[
2C_Pe^{\beta(E-\varepsilon_D)}=2C_Ve^{-\beta(E-\varepsilon_2)},
\]
\[
E=\frac{\varepsilon_D+\varepsilon_2}2+\frac{kT}{2}\ln\frac{C_V}{C_P}.
\]

This gives \(E_c-E=0.1375+0.0005=0.1380\) eV.

For \(x=3.2\), the donors supply 6.8 electrons. Boron takes 3, the complexes 3.2 and the first divacancy level 0.5. The remaining 0.1 makes 20% of the divacancies doubly negative, so \(E=\varepsilon_2+kT\ln(1/2)\).

For \(x=4\), boron takes 3 of 6 electrons and 75% of the complexes take the rest. The divacancies are neutral, since their first level lies about 80 \(kT\) above \(E\). Then \(E=E_c-0.45\ {\rm eV}+kT\ln6\).

Bisection gives the following \(E_c-E\) in eV:

| \(x\) (\(10^{15}\) cm\(^{-3}\)) | 4.2 K | 77 K | 300 K |
|---|---:|---:|---:|
| 2.0 | 0.046 | 0.059 | 0.242 |
| 3.0 | 0.138 | 0.147 | 0.283 |
| 3.2 | 0.230 | 0.235 | 0.317 |
| 4.0 | 0.449 | 0.439 | 0.415 |

With the other totals fixed, doubling \(x\) from 2 to 4 lowers \(E\) by 0.404 eV at 4.2 K, in steps from level to level. At 300 K the change is 0.173 eV and the electron density falls from \(2.4\times10^{15}\) to \(3\times10^{12}\) cm\(^{-3}\).

The values of \(-kT\,g_r'\) at the four cold roots are 0.75, 2, 0.8 and 0.75, all above the bound of 1/4. The value 2 is the slope of the opening example.

With \(r=0\) throughout, and with \(\ln C\) added to \(\ln w_q\) before the normalizing sum is subtracted, bisection at \(x=3\) returns \(E_c-E=0.056\) eV, an error of 0.082 eV. At that energy the neutral donor share is \(2e^{-0.01117\,{\rm eV}/kT}\approx8\times10^{-14}\), comparable with the rounding error of exponents of order 1000. Another order of additions does not recover the true root either. The false root sits at whichever end of the flat stretch the rounding residue selects. A positive residue leaves it near the donor level, at 0.056 to 0.057 eV. A zero or negative residue sends it to the divacancy end: forming \(\ln f_q\) first and adding \(\ln C\) afterwards can make the difference exactly zero on the flat stretch, and bisection then returns about 0.219 eV.

Good conditioning against rounding does not mean insensitivity to the data. If \(Q\) were 1 cm\(^{-3}\) instead of zero at \(x=3\), the neutral share of the donors would be \(1/(7\times10^{15})\), and \(E\) would move to \(\varepsilon_D-kT\ln(1.4\times10^{16})\), or \(E_c-0.058\) eV. The midpoint belongs to perfect balance.

Open equilibrium shows the range of the logarithmic form. Take a +2 and a −1 defect with \(e_{+2}=-0.8\) eV, \(e_{-1}=1.0\) eV, unit degeneracies and \(5\times10^{22}\) sites per cm\(^3\) each. Setting \(2c_{+2}=c_{-1}\) gives \(E=(1.8\ {\rm eV}+kT\ln2)/3=0.6001\) eV. At 4.2 K each charge density is about \(10^{-457}\) cm\(^{-3}\), below the double-precision range. This is a numerical limit; real defects do not exchange atoms with reservoirs at 4.2 K.

## What the model leaves out

Complexes that bind 20 to 40% of the phosphorus imply heavy damage, far from a clean device wafer. The random fields of charged defects also break the assumption of one sharp donor level. The Coulomb energy at the mean spacing radius, \((3/4\pi N)^{1/3}=28.8\) nm for \(N=10^{16}\) cm\(^{-3}\), with relative permittivity 11.7, is 4.3 meV. Spreading the donor level as a Gaussian with this standard deviation, represented by 201 donor classes, lowers \(E\) by 2.5 meV at 4.2 K and \(x=2\). That is about \(7kT\), and about four times the magnitude of the term \(kT\ln(1/6)\). The sharp-level formula is therefore not accurate to within \(kT\) there.

At exact compensation this estimate is too small. Random charges of density \(N\) in a region of size \(R\) leave an excess of order \(\sqrt{NR^3}\), whose potential scales as \(\sqrt{NR^3}/R\propto\sqrt R\). It grows with \(R\) until mobile or redistributed charge screens it.

Two other corrections, estimated at \(x=2\), are smaller than \(kT\). Ten excited donor states placed 12 meV above the ground pair, a rough value, lower \(E\) by 3.1 meV at 77 K and 0.3 meV at 300 K. At 4.2 K their factor \(e^{-33}\) removes them. These ten are the valley-orbit partners of the ground state only; adding the 48 states of the next shell, roughly 34 to 39 meV above the ground pair, raises the shifts to about 3.3 and 0.7 meV, still below \(kT\). Reducing the gap to 1.12 eV at 300 K, with each level tied to its own band edge, leaves \(E_c-E\) unchanged at the precision given. Where a level pins \(E\), an error in that level's position passes directly into \(E\).

Thermal equilibrium is the more serious assumption. Balancing capture, with coefficient \(c\), against emission from phosphorus gives the emission rate \(c(N_c/2)e^{-0.045\,{\rm eV}/kT}\). For a rough \(c=10^{-6}\) cm\(^3\)/s, the emission time at 4.2 K is about \(10^{44}\) s. The calculated electron density at \(x=2\), about \(10^{-38}\) cm\(^{-3}\), is likewise formal. The occupations must be established during cooling or by transfer between defects, and light or injected carriers can leave them far from the calculated state.
